# Frozen-core valence orbitals: orthogonality and the Rydberg series: verification in Python

```python
"""Frozen-core Hartree-Fock equation for one valence electron.

Result under test: with a self-consistent closed-shell core held fixed,
the valence orbitals P(r) obey F_l P = eps P with one Hermitian operator F_l.
They are mutually orthogonal and form a series
    eps_n = -zeta^2 / (2 (n - delta_n)^2),   zeta = Z - N + 1,
whose quantum defect delta_n tends to a constant fixed at zero energy.
Model: nuclear charge Z, core 1s^2, one valence electron (N = 3).
Hartree atomic units. Orbitals are radial functions P(r) = r R(r).
Grid vectors hold sqrt(weight) * P, so a dot product is a radial integral.
"""
import math
import numpy as np
import mpmath as mp
from numpy.polynomial.legendre import Legendre, leggauss
from scipy.constants import physical_constants
from scipy.integrate import dblquad, solve_ivp
from scipy.interpolate import BarycentricInterpolator, make_interp_spline
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import jv, yv, jvp, yvp, lpmv
from sympy.physics.wigner import wigner_3j

Z = 3.5
N = 3
ZETA = Z - N + 1
HARTREE_EV = physical_constants["Hartree energy in eV"][0]


class RadialGrid:
    """Finite elements with Gauss-Lobatto nodes; P = 0 at both ends."""

    def __init__(self, box, elements, order):
        poly = Legendre.basis(order)
        x = np.concatenate(([-1.0], np.sort(poly.deriv().roots().real), [1.0]))
        px = poly(x)
        w = 2 / (order * (order + 1) * px**2)
        gap = x[:, None] - x[None, :] + np.eye(order + 1)
        d = px[:, None] / px[None, :] / gap
        np.fill_diagonal(d, 0.0)
        d[0, 0] = -order * (order + 1) / 4
        d[-1, -1] = order * (order + 1) / 4
        self.edges = box * (np.arange(elements + 1) / elements) ** 2
        size = elements * order + 1
        r, m, s = np.zeros(size), np.zeros(size), np.zeros((size, size))
        for e in range(elements):
            part = slice(e * order, (e + 1) * order + 1)
            half = (self.edges[e + 1] - self.edges[e]) / 2
            r[part] = self.edges[e] + half * (x + 1)
            m[part] += half * w
            s[part, part] += d.T @ (w[:, None] * d) / half
        self.box, self.order, self.all_r = box, order, r
        self.r, self.m, self.s = r[1:-1], m[1:-1], s[1:-1, 1:-1]
        self.kernels = {}

    def kernel(self, k):
        """Matrix of r_<^k / r_>^(k+1), from the radial Poisson equation."""
        if k not in self.kernels:
            a = self.s + np.diag(self.m * k * (k + 1) / self.r**2)
            rr = np.outer(self.r, self.r)
            self.kernels[k] = ((2 * k + 1) * np.linalg.inv(a) / rr
                               + rr**k / self.box ** (2 * k + 1))
        return self.kernels[k]

    def one_electron(self, l):
        root = np.sqrt(self.m)
        local = l * (l + 1) / (2 * self.r**2) - Z / self.r
        return self.s / (2 * np.outer(root, root)) + np.diag(local)

    def exchange(self, l, c):
        """Exchange with an s orbital c, acting on angular momentum l."""
        return c[:, None] * self.kernel(l) * c[None, :] / (2 * l + 1)

    def fock(self, l, c):
        direct = 2 * self.kernel(0) @ c**2
        return self.one_electron(l) + np.diag(direct) - self.exchange(l, c)

    def core(self):
        c = lowest(self.one_electron(0), 1)[1][:, 0]
        for _ in range(45):
            c = lowest(self.fock(0, c), 1)[1][:, 0]
        return c * np.sign(c[np.argmax(abs(c))])

    def interpolate(self, values, points):
        out = np.zeros(len(points))
        for e in range(len(self.edges) - 1):
            a, b = self.edges[e], self.edges[e + 1]
            inside = (points >= a) & (points <= b)
            if inside.any():
                part = slice(e * self.order, (e + 1) * self.order + 1)
                f = BarycentricInterpolator(self.all_r[part], values[part])
                out[inside] = f(points[inside])
        return out


def lowest(matrix, count):
    matrix = (matrix + matrix.T) / 2
    return eigh(matrix, subset_by_index=[0, count - 1])


# ---- Angular exchange coefficient: explicit sum over m against 3j symbol
def theta(l, m, x):
    norm = (2 * l + 1) / (4 * np.pi)
    norm *= math.factorial(l - m) / math.factorial(l + m)
    return np.sqrt(norm) * lpmv(m, l, x)


xa, wa = leggauss(30)
for l, lc, k in [(1, 0, 1), (0, 1, 1), (1, 1, 0), (1, 1, 2), (2, 1, 1), (2, 1, 3)]:
    total = 0.0
    for mc in range(-lc, lc + 1):
        q = abs(mc)
        if q <= k:
            f = theta(l, 0, xa) * theta(k, q, xa) * theta(lc, q, xa)
            total += 4 * np.pi / (2 * k + 1) * (2 * np.pi * np.sum(wa * f)) ** 2
    formula = (2 * lc + 1) * float(wigner_3j(l, k, lc, 0, 0, 0)) ** 2
    assert abs(total - formula) < 1e-11

# ---- Radial kernel against a double integral from its definition
small = RadialGrid(60.0, 10, 15)


def pair(r):
    return 2 * r**3 * np.exp(-1.5 * r) / np.sqrt(24)


by_quad = 2 * dblquad(lambda s, r: s * pair(s) * pair(r) / r**2,
                      0, 40, 0, lambda r: r, epsabs=1e-11)[0]
weighted = small.m * pair(small.r)
assert abs(weighted @ small.kernel(1) @ weighted - by_quad) < 1e-8

# ---- Core and frozen-core levels
grid = RadialGrid(400.0, 25, 15)
core = grid.core()
eps_core = core @ grid.fock(0, core) @ core
levels, vectors = {}, {}
for l in range(3):
    levels[l], vectors[l] = lowest(grid.fock(l, core), 10 - l)
assert abs(levels[0][0] - eps_core) < 1e-9
defects = {}
for l in range(3):
    n = np.arange(l + 1, 11)
    assert np.all(levels[l] <= -ZETA**2 / (2 * n**2) + 1e-10)
    defects[l] = n - ZETA / np.sqrt(-2 * levels[l])
    assert np.linalg.eigvalsh(grid.exchange(l, core)).min() > -1e-10
screen = grid.r * (grid.kernel(0) @ core**2)
assert screen.max() < 1 + 1e-9

# ---- Determinant energies from sums over spin orbitals
sc = small.core()
h0, g0 = small.one_electron(0), small.kernel(0)
s_levels, s_vectors = lowest(small.fock(0, sc), 3)
assert np.max(abs(s_levels - levels[0][:3])) < 1e-7


def determinant_energy(alpha, beta):
    orbitals = alpha + beta
    density = sum(p**2 for p in orbitals)
    energy = sum(p @ h0 @ p for p in orbitals) + density @ g0 @ density / 2
    for group in (alpha, beta):
        for p in group:
            for q in group:
                energy -= (p * q) @ g0 @ (p * q) / 2
    return energy


e_core = determinant_energy([sc], [sc])
e_frozen = determinant_energy([sc, s_vectors[:, 1]], [sc])
assert abs(e_frozen - e_core - s_levels[1]) < 1e-8


# ---- Multiplier that keeps the valence orbital orthogonal to the core
def multiplier(c):
    f = small.fock(0, c)
    project = np.eye(len(c)) - np.outer(c, c)
    v = lowest(project @ f @ project + 50 * np.outer(c, c), 1)[1][:, 0]
    return abs(c @ f @ v)


alpha_h = Z - 5 / 16
hydrogenic = np.sqrt(small.m) * small.r * np.exp(-alpha_h * small.r)
hydrogenic /= np.linalg.norm(hydrogenic)
lam_hf, lam_h = multiplier(sc), multiplier(hydrogenic)
assert lam_hf < 1e-7 and lam_h > 1e-3


# ---- Cores relaxed separately for 2s and 3s (unrestricted Hartree-Fock)
def relaxed(reference):
    a, b, v, mixed = sc, sc, reference, None
    for _ in range(150):
        direct = np.diag(g0 @ (a**2 + b**2 + v**2))
        fa = h0 + direct - small.exchange(0, a) - small.exchange(0, v)
        fb = h0 + direct - small.exchange(0, b)
        mixed = fa if mixed is None else 0.6 * mixed + 0.4 * fa
        vec = lowest(mixed, 7)[1]
        a = vec[:, 0]
        v = vec[:, 1 + np.argmax(abs(reference @ vec[:, 1:]))]
        b = lowest(fb, 1)[1][:, 0]
    direct = np.diag(g0 @ (a**2 + b**2 + v**2))
    fa = h0 + direct - small.exchange(0, a) - small.exchange(0, v)
    assert np.linalg.norm(fa @ v - (v @ fa @ v) * v) < 1e-7
    return a, b, v


a2, b2, v2 = relaxed(s_vectors[:, 1])
a3, b3, v3 = relaxed(s_vectors[:, 2])
relaxed_overlap = abs(v2 @ v3)
e_relaxed = determinant_energy([a2, v2], [b2])
assert e_relaxed < e_frozen

# ---- Outward integration of the equation, exchange as a coupled ODE
R_MATCH = 10.0
fine = np.linspace(0, R_MATCH, 501)
core_full = np.concatenate(([0.0], core / np.sqrt(grid.m), [0.0]))
screen_full = np.concatenate(([0.0], screen, [1.0]))
core_spline = make_interp_spline(
    fine, np.column_stack([grid.interpolate(core_full, fine),
                           grid.interpolate(screen_full, fine)]), k=7)


def outward(eps, l, points=()):
    """P and P' at the points and at R_MATCH, regular at the origin."""
    def rhs(r, y):
        p, dp, u, du = y.reshape(4, 2)
        pc, y0 = core_spline(r)
        pot = l * (l + 1) / (2 * r * r) + (2 * y0 - Z) / r - eps
        ddp = 2 * pot * p - 2 * pc * u / (r * (2 * l + 1))
        ddu = l * (l + 1) * u / r**2 - (2 * l + 1) * pc * p / r
        return np.concatenate([dp, ddp, du, ddu])

    r0 = 1e-4
    p0 = r0 ** (l + 1) * (1 - Z * r0 / (l + 1))
    dp0 = (l + 1) * r0**l - Z * (l + 2) / (l + 1) * r0 ** (l + 1)
    start = [p0, 0, dp0, 0, 0, r0 ** (l + 1), 0, (l + 1) * r0**l]
    sol = solve_ivp(rhs, (r0, R_MATCH), start, method="DOP853", rtol=1e-10,
                    atol=1e-15, t_eval=np.append(points, R_MATCH))
    assert sol.success
    y = sol.y.reshape(4, 2, -1)
    edge = y[3, :, -1] + l * y[2, :, -1] / R_MATCH
    mix = np.array([edge[1], -edge[0]]) / np.hypot(*edge)
    return mix @ y[0], mix @ y[1]


def whittaker(eps, l, r):
    nu = ZETA / math.sqrt(-2 * eps)
    return mp.whitw(nu, l + 0.5, 2 * ZETA * r / nu)


def tail_at_match(eps, l):
    value = whittaker(eps, l, R_MATCH)
    slope = mp.diff(lambda r: whittaker(eps, l, r), R_MATCH)
    return float(value), float(slope)


def mismatch(eps):
    p, dp = outward(eps, 0)
    w, dw = tail_at_match(eps, 0)
    return dp[-1] * w - p[-1] * dw


xg, wg = leggauss(80)
r_in, w_in = R_MATCH * (xg + 1) / 2, R_MATCH * wg / 2
xo, wo = leggauss(60)
r_out, w_out = R_MATCH + 55 * (xo + 1), 55 * wo
functions = [np.append(core_spline(r_in)[:, 0], np.zeros(60))]
shot = []
for index in (1, 2, 3):
    guess = levels[0][index]
    eps = brentq(mismatch, 1.02 * guess, 0.98 * guess, xtol=1e-13)
    shot.append(eps)
    p, dp = outward(eps, 0, r_in)
    w, dw = tail_at_match(eps, 0)
    scale = (p[-1] * w + dp[-1] * dw) / (w * w + dw * dw)
    outer = [scale * float(whittaker(eps, 0, r)) for r in r_out]
    functions.append(np.append(p[:-1], outer))
functions = np.array(functions)
weights = np.append(w_in, w_out)
overlap = (functions * weights) @ functions.T
norms = np.sqrt(np.diag(overlap))
overlap /= np.outer(norms, norms)
frozen_overlap = np.max(abs(overlap - np.eye(4)))
energy_gap = np.max(abs(np.array(shot) - levels[0][1:4]))
assert energy_gap < 1e-7
assert frozen_overlap < 1e-6
assert relaxed_overlap > 1e-5

# ---- Large-nu limit of the decaying solution at fixed radius
nu_big, l = 200.3, 1
radii = np.array([2.0, 4.0])
true = [mp.whitw(nu_big, l + 0.5, 2 * ZETA * r / nu_big) for r in radii]
true = np.array([float(t / abs(true[0])) for t in true])
xb = np.sqrt(8 * ZETA * radii)
limit = np.sqrt(radii) * (np.cos(np.pi * nu_big) * jv(2 * l + 1, xb)
                          + np.sin(np.pi * nu_big) * yv(2 * l + 1, xb))
cross = true[0] * limit[1] - true[1] * limit[0]
assert abs(cross) < 2e-3 * np.linalg.norm(true) * np.linalg.norm(limit)


# ---- Quantum defect from the zero-energy solution
def zero_energy_defect(l):
    p, dp = outward(0.0, l)
    order, r = 2 * l + 1, R_MATCH
    x = math.sqrt(8 * ZETA * r)
    root, dx = math.sqrt(r), x / (2 * r)
    j, y = jv(order, x), yv(order, x)
    matrix = [[root * j, root * y],
              [j / (2 * root) + root * jvp(order, x) * dx,
               y / (2 * root) + root * yvp(order, x) * dx]]
    a, b = np.linalg.solve(matrix, [p[-1], dp[-1]])
    return (math.atan2(-b, a) / math.pi) % 1.0


limits, extrapolated = {}, {}
for l in (0, 1):
    limits[l] = zero_energy_defect(l)
    d, e = defects[l], levels[l]
    extrapolated[l] = d[-1] - e[-1] * (d[-1] - d[-2]) / (e[-1] - e[-2])
    assert abs(limits[l] - extrapolated[l]) < 5e-5

# ---- Field of all N electrons: opposite-spin p electron outside 1s^2 2s
valence = vectors[0][:, 1]
full_field = grid.fock(1, core) + np.diag(grid.kernel(0) @ valence**2)
e_full = lowest(full_field, 6)[0]
nu_full = (Z - N) / np.sqrt(-2 * e_full)
step_full = nu_full[5] - nu_full[4]
assert abs(step_full - 1) < 0.01

# ---- Output
print(f"nuclear charge Z = {Z:.1f} e, electrons N = {N}")
print(f"tail charge zeta = Z-N+1 = {ZETA:.1f} e")
print(f"core 1s orbital energy = {eps_core:.6f} hartree")
print(f"core total energy = {e_core:.6f} hartree")
print(f"frozen-core total energy, 2s = {e_frozen:.6f} hartree")
print(f"energy difference, 2s minus core = {e_frozen - e_core:.6f} hartree")
print(f"2s binding energy = {-levels[0][1]:.6f} hartree")
print(f"2s binding energy = {-levels[0][1] * HARTREE_EV:.4f} eV")
print("levels: n, eps_s (hartree), delta_s, eps_p (hartree), delta_p")
for n in range(2, 11):
    print(f"{n:2d} {levels[0][n-1]:.7f} {defects[0][n-1]:.5f} "
          f"{levels[1][n-2]:.7f} {defects[1][n-2]:.5f}")
print(f"3d energy = {levels[2][0]:.7f} hartree, delta = {defects[2][0]:.5f}")
print(f"10d energy = {levels[2][-1]:.7f} hartree, delta = {defects[2][-1]:.5f}")
for l, name in ((0, "s"), (1, "p")):
    print(f"delta_{name} from zero-energy solution = {limits[l]:.6f}")
    print(f"delta_{name} extrapolated from n=9,10 = {extrapolated[l]:.6f}")
gap_s = levels[0][9] - levels[0][8]
nu_mid = 9.5 - (defects[0][8] + defects[0][9]) / 2
print(f"spacing 9s to 10s = {gap_s:.6f} hartree")
print(f"zeta^2/nu^3 at mean nu {nu_mid:.4f} = {ZETA**2 / nu_mid**3:.6f} hartree")
print(f"matching radius = {R_MATCH:.1f} bohr")
for name, eps in zip(("2s", "3s", "4s"), shot):
    print(f"{name} energy by outward integration = {eps:.7f} hartree")
print(f"largest energy difference of two methods = {energy_gap:.1e} hartree")
print(f"largest overlap among 1s,2s,3s,4s, frozen = {frozen_overlap:.1e}")
print(f"overlap of 2s and 3s, relaxed cores = {relaxed_overlap:.2e}")
print(f"relaxation energy, 2s state = {e_frozen - e_relaxed:.2e} hartree")
print(f"multiplier, self-consistent core = {lam_hf:.1e} hartree")
print(f"hydrogenic core exponent = {alpha_h:.4f} 1/bohr")
print(f"multiplier, hydrogenic core = {lam_h:.5f} hartree")
print(f"N-electron field: tail charge Z-N = {Z - N:.1f} e")
print(f"N-electron field: nu step, 6p to 7p = {step_full:.5f}")
print("checks complete")
```

Output:

```
nuclear charge Z = 3.5 e, electrons N = 3
tail charge zeta = Z-N+1 = 1.5 e
core 1s orbital energy = -4.104719 hartree
core total energy = -10.173848 hartree
frozen-core total energy, 2s = -10.572977 hartree
energy difference, 2s minus core = -0.399129 hartree
2s binding energy = 0.399129 hartree
2s binding energy = 10.8609 eV
levels: n, eps_s (hartree), delta_s, eps_p (hartree), delta_p
 2 -0.3991293 0.32112 -0.2915277 0.03557
 3 -0.1559447 0.31409 -0.1283447 0.03935
 4 -0.0827136 0.31203 -0.0717587 0.04051
 5 -0.0511704 0.31114 -0.0457476 0.04102
 6 -0.0347562 0.31068 -0.0316846 0.04130
 7 -0.0251394 0.31042 -0.0232336 0.04146
 8 -0.0190251 0.31025 -0.0177622 0.04156
 9 -0.0148979 0.31013 -0.0140183 0.04163
10 -0.0119815 0.31005 -0.0113444 0.04168
3d energy = -0.1250279 hartree, delta = 0.00034
10d energy = -0.0112514 hartree, delta = 0.00061
delta_s from zero-energy solution = 0.309718
delta_s extrapolated from n=9,10 = 0.309718
delta_p from zero-energy solution = 0.041892
delta_p extrapolated from n=9,10 = 0.041893
spacing 9s to 10s = 0.002916 hartree
zeta^2/nu^3 at mean nu 9.1899 = 0.002899 hartree
matching radius = 10.0 bohr
2s energy by outward integration = -0.3991293 hartree
3s energy by outward integration = -0.1559447 hartree
4s energy by outward integration = -0.0827136 hartree
largest energy difference of two methods = 2.4e-11 hartree
largest overlap among 1s,2s,3s,4s, frozen = 7.7e-11
overlap of 2s and 3s, relaxed cores = 2.01e-04
relaxation energy, 2s state = 6.52e-05 hartree
multiplier, self-consistent core = 6.4e-14 hartree
hydrogenic core exponent = 3.1875 1/bohr
multiplier, hydrogenic core = 0.04621 hartree
N-electron field: tail charge Z-N = 0.5 e
N-electron field: nu step, 6p to 7p = 0.99948
checks complete
```
